# Effective U and stable charge states of interstitial hydrogen in silicon

## Problem

An isolated hydrogen atom in an interstitial position of a silicon crystal can be positive, neutral or negative. Its donor level lies 0.16 eV below the conduction edge and its acceptor level 0.60 eV below the conduction edge. Find the effective correlation energy $U$ of the centre, and find which charge state is stable at each position of the Fermi level in the gap.

Energies are measured from the conduction edge, $E_c=0$, so that a position inside the gap is negative. The Fermi level is $\mu$. The donor level, written $\varepsilon(+/0)$, is the Fermi level at which H$^+$ and H$^0$ have equal energy. The acceptor level $\varepsilon(0/-)$ is the same for H$^0$ and H$^-$. The data are

$$\varepsilon(+/0)=-0.16\ \text{eV},\qquad \varepsilon(0/-)=-0.60\ \text{eV}.$$

## A tempting solution

The correlation energy is the distance between the two levels, so one subtracts the quoted depths:

$$U\overset{?}{=}0.60\ \text{eV}-0.16\ \text{eV}=+0.44\ \text{eV}.$$

The positive sign seems right, because two electrons on the same atom repel each other.

For the charge states one uses two familiar rules. A donor is positive when the Fermi level is below its level and neutral otherwise. An acceptor is negative when the Fermi level is above its level and neutral otherwise. Adding the two charges gives three ranges:

- for $\mu<-0.60$ eV the donor is positive and the acceptor neutral, so hydrogen is H$^+$;
- for $-0.60\ \text{eV}<\mu<-0.16$ eV the donor is positive and the acceptor negative, the charges cancel, and hydrogen is H$^0$;
- for $\mu>-0.16$ eV the donor is neutral and the acceptor negative, so hydrogen is H$^-$.

The picture looks consistent: a neutral range 0.44 eV wide, equal to the value found for $U$. Both the sign of $U$ and the middle range are wrong.

## Where it fails

The addition of charges treats the donor and the acceptor as two separate centres. For two different impurities it would be correct. Here both levels belong to one atom, which is in one charge state at a time. Each rule is a comparison between two states of that atom:

- the donor rule compares H$^+$ with H$^0$;
- the acceptor rule compares H$^0$ with H$^-$.

In the middle range the first rule says that H$^+$ is lower than H$^0$, and the second says that H$^-$ is lower than H$^0$. Neutral hydrogen loses both comparisons, and yet it was declared the winner. What is missing is the comparison of H$^+$ with H$^-$, which neither rule makes.

The error in $U$ is one of sign. A depth is counted downward from the conduction edge, whereas $U$ is a difference of energies counted upward. To fix the order of subtraction, $U$ has to be defined through the energies of the three states.

## Solution

### Energies of the three charge states

Let $E_q$ be the energy of the crystal containing hydrogen in charge state $q=+1,0,-1$, with the atoms relaxed for that charge and with any exchanged electron placed at, or taken from, the conduction edge. In equilibrium the electrons are exchanged at the Fermi level instead. A centre of charge $q$ has given $q$ electrons to the reservoir, and moving each of them from $E_c=0$ to $\mu$ changes the energy by $\mu$. The energy to be compared is therefore

$$F_q=E_q+q\mu .$$

For $q=-1$ the same formula holds: the centre has taken one electron from the reservoir, which lowers the reservoir energy by $\mu$.

The definitions of the levels now give the energies. Equality of $F_+$ and $F_0$ means

$$E_++\mu=E_0\quad\Rightarrow\quad \varepsilon(+/0)=E_0-E_+ ,$$

and equality of $F_0$ and $F_-$ means

$$E_0=E_--\mu\quad\Rightarrow\quad \varepsilon(0/-)=E_--E_0 .$$

Taking the neutral state as the zero, $E_0=0$, we obtain

$$E_+=-\varepsilon(+/0)=0.16\ \text{eV},\qquad E_-=\varepsilon(0/-)=-0.60\ \text{eV}.$$

Lifting the electron of H$^0$ to the conduction edge costs 0.16 eV. Bringing an electron from the conduction edge to H$^0$ gains 0.60 eV.

These equations assume that the two levels are thermodynamic ones: every charge state is in its lowest configuration, and the same neutral state enters both levels. What changes without this assumption is worked out in the last section.

### The value of U

The effective correlation energy is the extra energy for adding the second electron compared with the first. Starting from H$^+$, the first electron changes the energy by $E_0-E_+$ and the second by $E_--E_0$. Hence

$$U=(E_--E_0)-(E_0-E_+)=E_++E_--2E_0=\varepsilon(0/-)-\varepsilon(+/0).$$

With the data,

$$U=-0.60\ \text{eV}-(-0.16\ \text{eV})=-0.44\ \text{eV},$$

or about $-7.0\times10^{-20}$ J. The second electron is bound more strongly than the first.

The middle form of the equation shows that $U$ is also the energy of the reaction

$$2\,\text{H}^0\rightarrow \text{H}^++\text{H}^- .$$

One atom hands its electron to the other, and the reservoir neither gains nor loses an electron, so $\mu$ does not appear. The reaction releases 0.44 eV per pair, for atoms far enough apart that their mutual attraction can be neglected. For six hydrogen atoms with total charge zero, a search through all distributions of charge finds the lowest energy at $3\times(-0.44)=-1.32$ eV, with no neutral atom left.

### How U can be negative

Electrons on one atom do repel each other, but $U$ compares relaxed states, and the relaxation differs from one charge state to the next. A simple model with a single site shows how relaxation can outweigh repulsion. It illustrates the principle and is not a full description of hydrogen in silicon, where the charge states also prefer different sites. Let $n=0,1,2$ be the number of electrons on H$^+$, H$^0$, H$^-$, and let $x$ be a displacement of the atoms, with stiffness $K$, which is driven by the electrons with strength $\lambda$:

$$E(n,x)=n\varepsilon_0+\tfrac12 V n(n-1)-\lambda n x+\tfrac12Kx^2 .$$

Here $\varepsilon_0$ is a one-electron energy and $V>0$ the repulsion of two electrons at fixed atoms. Setting the derivative with respect to $x$ to zero gives $x=\lambda n/K$, and inserting this gives

$$E(n)=n\varepsilon_0+\tfrac12Vn(n-1)-\frac{\lambda^2n^2}{2K}.$$

The three energies are $E(0)=0$, $E(1)=\varepsilon_0-\lambda^2/2K$ and $E(2)=2\varepsilon_0+V-2\lambda^2/K$. Therefore

$$U=E(0)+E(2)-2E(1)=V-\frac{\lambda^2}{K}.$$

The relaxation energy grows as $n^2$, so that two electrons on one centre gain more than two electrons on separate centres. In this model $U$ is negative when $\lambda^2/K$ exceeds $V$. For a centre that follows the model, the two levels fix the difference of these terms, not their separate sizes. For hydrogen in silicon the change of site also contributes to $U$, so the measured value should not be read as $V-\lambda^2/K$ alone.

### The stable charge states

With $E_0=0$ the three energies are

$$F_+=0.16\ \text{eV}+\mu,\qquad F_0=0,\qquad F_-=-0.60\ \text{eV}-\mu .$$

For H$^0$ to be the lowest state, two conditions must hold together. From $F_0\le F_+$ follows $\mu\ge-0.16$ eV, and from $F_0\le F_-$ follows $\mu\le-0.60$ eV. No Fermi level satisfies both. The sum

$$F_++F_-=E_++E_-=U$$

says by how much the neutral state fails. The lower of two numbers is at most their mean, so the lower charged state lies at or below $U/2=-0.22$ eV. Neutral hydrogen is thus at least 0.22 eV above the ground state wherever the Fermi level is.

What remains is the comparison between the charged states. They are equal when

$$E_++\mu=E_--\mu .$$

Solving for $\mu$ gives the level at which two electrons are exchanged at once:

$$\varepsilon(+/-)=\frac{E_--E_+}{2}=\frac{\varepsilon(+/0)+\varepsilon(0/-)}{2}=\frac{-0.16-0.60}{2}\ \text{eV}=-0.38\ \text{eV}.$$

Since $F_+$ rises with $\mu$ and $F_-$ falls, the answer is:

- H$^+$ is stable for $\mu$ below $E_c-0.38$ eV;
- H$^-$ is stable for $\mu$ above $E_c-0.38$ eV;
- H$^0$ is not stable at any Fermi level.

The order of the levels decides this. If the donor level were at $-0.60$ eV and the acceptor level at $-0.16$ eV, the same formula would give $U=+0.44$ eV, the two conditions for H$^0$ would be compatible, and a neutral range 0.44 eV wide would appear. The tempting solution describes that other centre.

## Reading the result in doped silicon

Take as round model values a gap of 1.1 eV, an effective density of conduction states $N_c=3\times10^{19}$ cm$^{-3}$ and a temperature of 300 K, for which $kT=0.02585$ eV.

At midgap, $\mu=-0.55$ eV, the energies relative to H$^0$ are

$$F_+=0.16-0.55=-0.39\ \text{eV},\qquad F_-=-0.60+0.55=-0.05\ \text{eV}.$$

Hydrogen is positive there, and also in p-type material, where $\mu$ is lower still.

In n-type material with few electrons compared with $N_c$, the electron density is $n=N_c\,e^{\mu/kT}$, so $\mu=kT\ln(n/N_c)$. For $n=10^{16}$ cm$^{-3}$ this gives $\mu=-0.207$ eV, and

$$F_+=0.16-0.207=-0.047\ \text{eV},\qquad F_-=-0.60+0.207=-0.393\ \text{eV}.$$

Hydrogen is negative. The change of sign occurs at the density

$$n=N_c\,e^{-0.38/0.02585}\approx1.2\times10^{13}\ \text{cm}^{-3}.$$

An error of 0.01 eV in the crossing changes this density by a factor $e^{0.01/0.02585}\approx1.5$, so at best the order of magnitude is meaningful. Even this requires that the quoted levels are thermodynamic ones: the site correction in the last section, with its example value of 0.20 eV for the difference between the neutral energies, would raise the density to about $6\times10^{14}$ cm$^{-3}$. The crossing density also rises steeply with temperature. With the levels held fixed, no site correction and $N_c\propto T^{3/2}$, it is about $8\times10^{14}$ cm$^{-3}$ at 400 K and $10^{16}$ cm$^{-3}$ at 500 K.

In p-type material, and in n-type material with an electron density above this crossing value, hydrogen therefore works against the doping. In n-type material below that density hydrogen is H$^+$ and adds electrons instead. In p-type silicon H$^+$ has given up an electron, which fills a hole, and it is attracted by the negative acceptor ions. In n-type silicon above the crossing density H$^-$ has taken an electron out of the conduction band, and it is attracted by the positive donor ions. This is the first step of dopant passivation; the binding of the pair that may follow is not contained in the two levels. The Fermi level may be treated as given while hydrogen is dilute compared with the free carriers. In uncompensated material this means dilute compared with the dopants; in compensated or undoped material the limit is far lower. When the two concentrations become comparable, the captured or released electrons shift $\mu$ toward the crossing. The midgap example thus requires a hydrogen density well below about $10^{10}$ cm$^{-3}$. In undoped silicon, $10^{14}$ hydrogen atoms per cm$^3$ already pull $\mu$ to about $-0.38$ eV, where H$^+$ and H$^-$ occur in comparable numbers.

## How much neutral hydrogen remains

At finite temperature a state that is not the lowest still occurs with some probability. H$^+$ has no electron and H$^-$ has a pair with opposite spins, so each counts once, while the single electron of H$^0$ has two spin directions. With equal numbers of sites for the three charge states, and with differences in vibrational entropy neglected, the neutral fraction is

$$f_0=\frac{2}{2+e^{-F_+/kT}+e^{-F_-/kT}} .$$

The product of the two exponentials is $e^{-(F_++F_-)/kT}=e^{-U/kT}$, which does not depend on $\mu$. Two positive numbers with a fixed product have the smallest sum when they are equal. This happens at $F_+=F_-=U/2$, that is, at the crossing, and there the neutral fraction has its maximum

$$f_0^{\max}=\frac{2}{2+2e^{-U/2kT}}=\frac{1}{1+e^{-U/2kT}} .$$

At 300 K the exponent is $0.22/0.02585\approx8.5$, and $f_0^{\max}\approx2\times10^{-4}$. This value is as sensitive to the site correction of the last section as the crossing density: the example there, with $U=-0.24$ eV, raises it to about $10^{-2}$. At the crossing nearly half of the hydrogen is positive and nearly half negative. At midgap the neutral fraction is about $6\times10^{-7}$, less than the $2\times10^{-6}$ of H$^-$, because $F_-=-0.05$ eV there and the factor $e^{0.05/0.02585}\approx7$ exceeds the spin weight 2 of H$^0$.

Two limits check the formula. For $kT\to0$ with $U<0$ the fraction vanishes, in agreement with the energy argument. For $kT\gg|U|$ it tends to $1/2$, which is the share of two spin states out of four. That second limit tests the algebra and is not a temperature at which the crystal exists.

If the numbers of sites differ, with weights $g_+$ and $g_-$, the populations of H$^+$ and H$^-$ are equal when $g_+e^{-(E_++\mu)/kT}=g_-e^{-(E_--\mu)/kT}$. Taking logarithms gives

$$\mu=\varepsilon(+/-)+\frac{kT}{2}\ln\frac{g_+}{g_-}.$$

A ratio of two shifts the point of equal population by about 0.009 eV at 300 K, which is comparable to the last digit of the given levels.

All this concerns equilibrium. Under illumination or carrier injection there is no single Fermi level, and a barrier between configurations can keep H$^0$ alive for a time although it is not the ground state.

## When the levels belong to different sites

The calculation used one neutral energy $E_0$ for both levels. This needs care for hydrogen in silicon, because H$^+$ prefers the bond-centre site (BC), between two silicon atoms, and H$^-$ the tetrahedral site (T), in the open part of the lattice. A measurement that is fast compared with the motion between sites gives the donor level at BC and the acceptor level at T. The neutral atom then has two energies. Put $E_0(\text{BC})=0$ and $E_0(\text{T})=D$. The fixed-site levels give

$$E_+=0.16\ \text{eV},\qquad E_-=D-0.60\ \text{eV}.$$

The thermodynamic $U$ refers to the lower of the two neutral states:

$$U=E_++E_--2\min(0,D)=-0.44\ \text{eV}+D-2\min(0,D).$$

For $D>0$ the last two terms give $D$. For $D<0$ they give $D-2D=-D$. Both cases are contained in

$$U=-0.44\ \text{eV}+|D| ,$$

and the crossing of the charged states moves to

$$\varepsilon(+/-)=\frac{E_--E_+}{2}=-0.38\ \text{eV}+\frac D2 .$$

As an illustration, $D=0.20$ eV gives $U=-0.24$ eV and a crossing at $E_c-0.28$ eV. The centre keeps its negative $U$ as long as $|D|<0.44$ eV. For larger $|D|$ a neutral range opens, and the direct change from H$^+$ to H$^-$ disappears.

The value $U=-0.44$ eV thus holds if the quoted levels already include the relaxation between sites, or if the neutral atom has the same energy at both. Otherwise it is a lower limit, since $|D|$ can only raise it. The numerical output below lists the values without site correction and those for the example $D=0.20$ eV.

## Computed results

```
donor level e(+/0) from Ec: -0.16 eV
acceptor level e(0/-) from Ec: -0.60 eV
E_+ relative to H0, electron at Ec: 0.16 eV
E_- relative to H0, electron from Ec: -0.60 eV
U: -0.44 eV = -7.050e-20 J
crossing e(+/-) from Ec: -0.38 eV
F_+ = F_- at crossing, relative to H0: -0.22 eV
neutral window with levels exchanged: 0.44 eV
closed set of 6 H: lowest energy -1.32 eV, neutral atoms left 0
temperature: 300 K, kT: 0.02585 eV
model gap: 1.1 eV, model Nc: 3.0e+19 cm^-3
largest equilibrium neutral fraction: 2.01e-04
electron density at crossing: 1.24e+13 cm^-3
n-type example, electron density: 1.0e+16 cm^-3
midgap: mu -0.550 eV, F_+ -0.390 eV, F_- -0.050 eV
midgap: fractions H+ 1.000e+00, H0 5.615e-07, H- 1.942e-06
crossing: mu -0.380 eV, F_+ -0.220 eV, F_- -0.220 eV
crossing: fractions H+ 4.999e-01, H0 2.014e-04, H- 4.999e-01
n-type: mu -0.207 eV, F_+ -0.047 eV, F_- -0.393 eV
n-type: fractions H+ 1.537e-06, H0 4.996e-07, H- 1.000e+00
site correction example, D: 0.20 eV
  U with site correction: -0.24 eV
  crossing with site correction: -0.28 eV
```
